Long-time survival of a geminate ion pair with a point contact

**When may a recombination run be stopped?**

A simulation of geminate recombination follows pairs of opposite charges until they meet or separate, and it must be stopped at some finite time t. The surviving fraction at that time still contains pairs that will recombine later, so it exceeds the escape probability. One may run longer, or stop early and divide out the excess. The second choice needs the law of the excess, including its prefactor. For a point contact the law is

S(t) = P [1 + rc/√(πDt) + o(t^(−1/2))],  P = exp(−rc/r0).  (1)

Here S is the survival probability, r0 > 0 the initial separation, D the sum of the two diffusion coefficients, and rc = e²/(4πε₀εkT) the Onsager radius, at which the Coulomb attraction equals kT. The law holds at fixed r0 for t much longer than both rc²/D and r0²/D.

**The backward equation**

The medium is isotropic, there is no applied field, and no other charges are present. The pair energy is −kT rc/r. The force is inward, and with the Einstein relation it gives the separation a radial drift velocity −D rc/r². In a short time dt the separation also spreads with variance 2D dt along each axis. Averaging the later survival over this first displacement gives ∂S/∂t = D∇²S − (D rc/r²)∂S/∂r, where r is now the starting separation. With x = r/rc and τ = Dt/rc²,

∂S/∂τ = LS,  L = d²/dx² + (2/x − 1/x²) d/dx,  (2)

with S(x,0) = 1. A point contact means an absorbing sphere of radius R in the limit R → 0.

Let m = x²e^(1/x). Since m′/m = 2/x − 1/x², we have Lf = (mf′)′/m. The escape probability is time-independent, so mP′ is constant and P′ ∝ e^(−1/x)/x². The integral that vanishes at x = 0 and tends to 1 at infinity is

h(x) = e^(−1/x),  mh′ = 1.  (3)

This is P in Eq. (1). For a finite contact at a = R/rc the solution vanishing at a is

h_a(x) = [h(x) − h(a)]/[1 − h(a)].  (4)

**Laplace transform and two bounds**

Let S̃ be the Laplace transform of S, with variable σ = κ² and κ > 0. Equation (2) gives σS̃ − 1 = LS̃. Define φ = 1 − σS̃. Then Lφ = −σLS̃ = −σ(σS̃ − 1), so

Lφ = κ²φ,  φ(0) = 1,  φ(∞) = 0.  (5)

Integration by parts shows that φ is the transform of the capture-time density −∂S/∂τ. As e^(−στ) ≤ 1, φ cannot exceed the total capture probability:

0 ≤ φ ≤ 1 − h.  (6)

To bound φ more closely, take a trial function Fg with g = e^(−κx). From L(Fg) = gLF + 2F′g′ + FLg, with g′ = −κg and g″ = κ²g,

L(Fg) − κ²Fg = g{LF − κ[2F′ + (2/x − 1/x²)F]}.  (7)

First put F = 1 − h, for which LF = 0. With u = 1/x, F′ = −u²e^(−u), and the right side becomes

κg[2u²e^(−u) − (2u − u²)(1 − e^(−u))] = κgu[u − 2 + (u + 2)e^(−u)].  (8)

The last bracket vanishes at u = 0 and has derivative 1 − (u + 1)e^(−u), which is non-negative because e^u ≥ 1 + u. Hence f = (1 − h)e^(−κx) obeys Lf ≥ κ²f.

Suppose f − φ were positive somewhere. It is not positive at the ends, so it would have a positive interior maximum. There its first derivative vanishes and its second is not positive, so L(f − φ) ≤ 0. But L(f − φ) ≥ κ²(f − φ) > 0, a contradiction. Therefore

φ(x) ≥ (1 − e^(−1/x))e^(−κx).  (9)

The same argument works with the contact at finite R, where φ = 1 ≥ f. The bound thus survives the limit R → 0, and it gives φ → 1 as x → 0, as Eq. (5) requires.

Next put F = 1/(x + 1). Define

b = 2/(x + 1) − 2/x + 1/x² = (1 − x)/[x²(x + 1)].

Then LF = b/(x + 1)², and the square bracket in Eq. (7) is −b/(x + 1). The right side of Eq. (7) is therefore gb[1/(x + 1)² + κ/(x + 1)], which is not positive for x ≥ 1. The maximum argument with reversed signs makes a multiple of Fg an upper bound beyond any Y ≥ 1, once it is one at Y. Equation (6) fixes the multiple:

φ(x) ≤ [1 − h(Y)](Y + 1)e^(−κ(x−Y))/(x + 1),  x ≥ Y.  (10)

**The coefficient of κ**

Let w = 1 − h − φ. It vanishes at both ends, and since L(1 − h) = 0, it obeys (mw′)′ = −κ²mφ. The solution is

w = κ²[(1 − h)A + hB],
A = ∫₀ˣ hmφ dy,  B = ∫ₓ^∞ (1 − h)mφ dy.  (11)

To verify this, differentiate. The terms from the integration limits cancel, leaving w′ = κ²h′(B − A). With mh′ = 1 this is mw′ = κ²(B − A), whose derivative is −κ²[(1 − h)mφ + hmφ] = −κ²mφ.

The end values also agree. As x → 0, A ≤ x³/3 vanishes. So does hB, because e^(−1/x)e^(1/y) ≤ 1 for y ≥ x and tends to zero at fixed y, while Eq. (10) makes the integral converge at large y. As x → ∞, B vanishes, and (1 − h)A ≤ A/x vanishes because A stays finite. A difference between two solutions would have the form c₁ + c₂h and vanish at both ends, so it is zero.

Insert hm = y² and (1 − h)m = y²(e^(1/y) − 1):

σS̃ = h + κ²(1 − h)∫₀ˣ y²φ dy + κhI,
I = κ∫ₓ^∞ y²(e^(1/y) − 1)φ dy.  (12)

The middle term is at most κ²x³/3. It remains to show that I → 1 as κ → 0. For the lower side use Eq. (9) and

(e^(1/y) − 1)(1 − e^(−1/y)) = 4 sinh²(1/2y) ≥ 1/y².

This gives I ≥ κ∫ₓ^∞ e^(−κy) dy = e^(−κx), which tends to 1.

For the upper side choose Y ≥ 1 with Y ≥ x. The part of the integral from x to Y is bounded independently of κ, so it contributes O(κ) to I. Beyond Y use Eq. (10), together with y/(y + 1) ≤ 1 and the fact that y(e^(1/y) − 1) decreases with y. This part of I is at most

C_Y = [1 − e^(−1/Y)](Y + 1) · Y(e^(1/Y) − 1),

because κ∫_Y^∞ e^(−κ(y−Y)) dy = 1. Let κ → 0 first and Y → ∞ afterwards. Then C_Y → 1, so I → 1 and

σS̃ = h[1 + κ + o(κ)].  (13)

**Return to time**

Put G = S − h. Pairs are lost and never restored, so G decreases with τ, and it is non-negative. Dividing Eq. (13) by σ gives G̃ ~ h/√σ. Since the transform of τ^(−1/2) is √(π/σ), this suggests G ~ h/√(πτ). The monotonic decrease makes the inference rigorous, by Karamata's argument.

For n = 0, 1, 2, … the transform at (n + 1)σ gives

√σ ∫₀^∞ e^(−στ)(e^(−στ))ⁿ G dτ → h/√(n + 1) = (h/√π)∫₀^∞ e^(−s)(e^(−s))ⁿ s^(−1/2) ds.

By linearity the same limit holds with any polynomial in e^(−στ) in place of the power. Take the function q(v) equal to 1/v for e^(−1) ≤ v ≤ 1 and zero below. Polynomials can enclose it from above and below with an arbitrarily small difference between the limiting integrals. As e^(−s)q(e^(−s)) is 1 for s ≤ 1 and 0 beyond, setting σ = 1/τ yields

U(τ) = ∫₀^τ G dτ′ ~ (h/√π)√τ ∫₀¹ s^(−1/2) ds = 2h√(τ/π).  (14)

Because G decreases, for any λ > 1,

[U(λτ) − U(τ)]/[(λ − 1)τ] ≤ G(τ) ≤ [U(τ) − U(τ/λ)]/[(1 − 1/λ)τ].

Multiply by √(πτ) and use Eq. (14). The two sides tend to 2h/(√λ + 1) and 2h/(1 + 1/√λ). Both approach h as λ → 1. Hence G ~ h/√(πτ), and √τ = √(Dt)/rc turns this into Eq. (1).

**What the prefactor means**

A heuristic count gives the same factor. Around a point contact a uniform density n is stationary: the drift alone carries an inward current (D rc/r²)n · 4πr² = 4πD rc n, independent of r. This is the Debye capture rate. At late times the survivors have spread over a distance of order √(Dt), much larger than rc, and their density near the origin is about P/(4πDt)^(3/2). The fraction still to be captured after t is then

∫ₜ^∞ 4πD rc P(4πDt′)^(−3/2) dt′ = 2rc P/√(4πDt) = P rc/√(πDt).

The starting distance sets how many pairs reach this stage, through P. It drops out of the leading relative excess.

Equation (1) cannot be used at early times: its correction diverges as t → 0, whereas S tends to 1. A large r0 delays the law even when t exceeds rc²/D, because the pair must have time to diffuse over its own initial separation.

**Finite contact and a spread of distances**

For a contact at a, let β = 1/[1 − h(a)]. Then h_a from Eq. (4) satisfies mh_a′ = β and 1 − h_a = β(1 − h). Repeating Eq. (11) with h_a requires division by β, so the term that gave κhI becomes

κ²h_a ∫ₓ^∞ y²(e^(1/y) − 1)φ dy.

Both bounds on φ acquire a factor β. The lower one is still valid at the contact, where β(1 − h)e^(−κa) = e^(−κa) ≤ 1, and the upper one now starts from φ(Y) ≤ β[1 − h(Y)]. The integral therefore tends to β/κ. In Eq. (1), P becomes h_a and rc in the correction becomes

r_eff = rc/[1 − exp(−rc/R)].  (15)

For R much smaller than rc this returns rc. For rc → 0 at fixed R it returns R, the result for free diffusion to a sphere.

A test with R = rc and a start at 4rc, evaluated at τ = 10⁴, gave r_eff/rc = 1.5819, against 1.5820 from Eq. (15).

If r0 is distributed with finite mean square, Eq. (12) can be averaged. The middle term is at most κ²x²/3, since 1 − h ≤ 1/x, and hI stays bounded for all x at small κ. The averaged survival also decreases with time. Hence P is replaced by its average, and the relative correction is unchanged.

**Ion pairs in liquid benzene**

Take rough typical values for molecular ions in liquid benzene: relative permittivity 2.3, summed mobility 1.0×10⁻³ cm²/Vs, temperature 298 K, and r0 = 5.0 nm. Then kT = 0.02568 eV and rc = 24.38 nm, and

D = 1.0×10⁻³ × 0.02568 = 2.568×10⁻⁵ cm²/s,
rc²/D = (2.438×10⁻⁶ cm)²/D = 231.5 ns,
P = exp(−24.38/5.0) = 0.00763.

At 100 µs the correction is √[231.5×10⁻⁹/(π × 10⁻⁴)] = 0.0271, so, with one more digit of P kept, S = 0.007627 × 1.0271 = 0.00783.

Equation (2) was also solved numerically, without using h. At 1 µs, about four time units, the computed relative excess S/P − 1 is 0.282 and the law gives 0.271; the law's S is then 0.8% below the computed S. At 10 µs the excesses are 0.0864 and 0.0858, and the error in S is 0.06%.

This settles the opening question for these inputs. Stopping at 10 µs without correction overstates P by 8.6%. Dividing by the bracket of Eq. (1) reduces the error to below 0.1%, apart from sampling noise. Without the division, an excess of 1% requires t = rc²/(πD × 10⁻⁴), about 0.74 ms.

Independence of r0 was tested at τ = 10⁴. The quantity (S/P − 1)√(πτ) came out as 1.0001, 1.0001 and 0.9999 for starts at 0.205, 1 and 5 rc.

**What a real liquid changes**

Of the changes tried here, a spread of starting distances alters P most. A Gaussian cloud with the same mean, 5 nm, gives P = 0.0155, about twice the single-distance value, because exp(−rc/r0) curves upward for r0 below rc/2, about 12 nm, where nearly all of the cloud lies: the distant pairs add more to the average than the close ones take away. The leading relative correction stays the same. Warming by 10 K at fixed permittivity and r0 raises P to 0.0089, or by 17%. P is sensitive to the permittivity: 2.27, closer to benzene at 298 K, gives 0.0072, and since the permittivity falls by about 0.02 over 10 K the rise on warming is then nearer 13%.

The effect of molecular graininess depends on how the hop rates are chosen. The Coulomb energy drops by 0.49 kT over a 0.5 nm step centred on r0, which is not small. Replace diffusion by hops between spherical shells 0.5 nm apart, with the area of each link taken at the midpoint radius. If the energy difference is shared equally between the forward and backward rates, P = 0.0074, or 3% lower. Detailed balance alone does not fix this number: if all downhill hops have the same rate and only uphill hops are slowed, P is about 0.0106, or 39% higher. The geometry matters too: with the area of the inner shell the equal-sharing rule gives 0.0082, and on a cubic lattice of the same spacing the equal-downhill rule gives about 0.0098 to 0.0106 depending on the starting site. These are model estimates of size, not predictions for the liquid. Electron transfer at a distance, represented by a contact of 1.5 nm in Eq. (4), lowers P by about one part in 10⁵. An electron not yet attached to a molecule, with a rough mobility of 0.1 cm²/Vs, would shorten rc²/D to 2.3 ns; P would not change at fixed r0.

The late-time tail is more fragile than P. In a collecting field E, drift and diffusion lengths become equal at t = (kT/eE)²/D, which is 26 µs for 0.001 MV/cm. Equation (1) then requires a weaker field or times well before this, and for pairs of random orientation dividing by its bracket gives approximately the zero-field P (about 1% high between 1 and 10 µs at this field). For pairs of a single orientation it does not: at the same times the result is about 5% high when the field pulls the pair apart and 3–4% low when it pushes the pair together. The escape probability in the field is higher. Averaged over all directions of the pair, the increase is to first order the fraction eE rc/(2kT), about 5% here; for a single direction it lies between zero and twice that. Other ions also intervene. At a rough density of 10¹¹ cm⁻³ of each sign, the Debye rate gives each ion a bulk recombination time of 12.7 ms, and the fraction of ions lost to strangers equals the geminate correction at about 230 µs. At 1 ms that loss would be roughly 7%, against a geminate excess of 0.9%, so at this density the isolated-pair tail could not be read from the total survival. A count of intact pairs would lose about twice as much to strangers, because either ion of a pair can be captured. The numerical output follows.

Table of computed values

```
temperature: 298 K; kT: 0.02568 eV
relative permittivity: 2.3
summed ion mobility: 1.0e-03 cm2/Vs
starting separation r0: 5.0 nm
Onsager radius rc: 24.38 nm; r0/rc: 0.2051
diffusion coefficient D: 2.568e-05 cm2/s
time unit rc^2/D: 231.5 ns
escape probability P: 0.007627
P from differential equation: 0.007628
slope in kappa at kappa=0.1: 1.11363
slope in kappa at kappa=0.01: 1.01199
slope in kappa at kappa=0.001: 1.00121
scaled correction (S/P-1)*sqrt(pi tau) at tau=1e4:
  start 0.2051 rc: 1.00007
  start 1.0000 rc: 1.00007
  start 5.0000 rc: 0.99989
contact radius rc, start 4 rc, effective radius / rc:
  computed 1.5819, formula 1.5820
t (us) | S computed | S law | corr. computed | corr. law
      1 0.009780 0.009698 0.28217 0.27143
     10 0.008287 0.008282 0.08644 0.08584
    100 0.007835 0.007834 0.02717 0.02714
   1000 0.007693 0.007693 0.00858 0.00858
law error relative to S, same times (percent):
  -0.837, -0.056, -0.003, -0.000
reaction reach 1.5 nm: relative change of P -1.14e-05
Coulomb drop over 0.5 nm at r0: 0.488 kT
P with radial hops of 0.5 nm: 0.007412
Coulomb field at r0: 0.250 MV/cm
P for Gaussian cloud, mean 5 nm: 0.015528
P at 10 K higher, same permittivity: 0.008936
applied field: 0.001 MV/cm
  field energy over rc: 0.0949 kT
  drift equals diffusion length at 25.7 us
Debye rate 4 pi D rc: 7.867e-10 cm3/s
other ions, density 1e+11 per cm3:
  bulk recombination time: 12.71 ms
  bulk loss equals correction at 228 us
free electron, mobility 0.1 cm2/Vs:
  time unit rc^2/D: 2.31 ns
```
